Preisach hysteresis from an Everett table and a stack of extrema

A ferroelectric capacitor is driven by a field that rises, turns back before saturation, rises again and turns once more. The polarization at the end depends on where the field turned, so the present field alone cannot give it. A simulation that kept every past turning point would grow without limit. Which turning points still matter, and how is the polarization computed from them?

The Preisach model gives a definite answer. It describes the sample as a collection of independent two-state switches, called hysterons. Each has an up-threshold α and a down-threshold β, with α > β. It takes the value +1 when the field satisfies E ≥ α and the value −1 when E ≤ β; between the thresholds it keeps the value it had. The polarization P is the weighted sum of these values. Time does not appear: only the sequence of field values counts, not the speed at which they are passed.

Four hysterons by hand

Take four hysterons of weight 1, with thresholds (α, β) in arbitrary field units:

A: (1, −1)
B: (3, −3)
C: (1, −3)
D: (5, −5)

At E = −6 all four are down, and P = −4. Now let the field visit 2, then −2, then 4.

On the rise to 2, the hysterons with α ≤ 2 go up. These are A and C, so P = 2 − 2 = 0. On the fall to −2, those with β ≥ −2 go down. Only A qualifies, because C waits for −3. Now C alone is up and P = 1 − 3 = −2. On the rise to 4, those with α ≤ 4 end up: A, B and C. Only D is down, and P = 3 − 1 = 2.

Had the field gone directly from −6 to 4, the same three hysterons would be up. The excursion to 2 and back to −2 has left no trace. This is wiping-out: a rise past an old maximum removes that maximum and the minimum that followed it.

The removal must wait until the maximum is reached. Suppose the last rise stops at 0. No hysteron has its up-threshold between −2 and 0, so C alone remains up and P = −2. A direct rise from −6 to 0 would leave all four down, with P = −4. Hysteron C still remembers the visit to 2.

The changes of P can be found by counting instead of following each switch. Let F(a, b) be the total weight of hysterons with α ≤ a and β ≥ b. Each one that switches changes P by twice its weight. For the first two moves,

P(2) = −4 + 2F(2, −6) = −4 + 2·2 = 0
P(−2) = 0 − 2F(2, −2) = 0 − 2·1 = −2.

For the rise to 4, the same recipe applied from the last minimum gives

−2 + 2F(4, −2) = −2 + 2·1 = 0,

which is wrong. Hysteron B, with thresholds (3, −3), also switches on this rise, but it is not counted in F(4, −2) because its down-threshold lies below −2. If the overtaken pair (2, −2) is deleted first, the rise is counted from −6:

−4 + 2F(4, −6) = −4 + 2·3 = 2.

This is the correct value. Deletion leaves the state unchanged, and the counting rule needs it.

The continuous model

Let the hysterons be distributed with weight density μ(α, β) over the triangle −Es ≤ β ≤ α ≤ Es. Then

P = ∬ μ(α, β) γ(α, β) dα dβ,

where γ = ±1 is the state of the hysteron. The history starts in negative saturation, with every γ = −1. A field beyond ±Es has the same effect as ±Es, since no thresholds lie outside. A linear dielectric response is left out for now.

The Everett function is the weight in a smaller triangle,

F(a, b) = ∬ μ(α, β) dα dβ over b ≤ β ≤ α ≤ a.

With this convention the saturation polarization is F(Es, −Es), and switching a triangle produces a change of 2F. Some definitions put the factor 2 into F.

Two maps describe all motion of the field. Let U_x put every hysteron with α ≤ x up and leave the others alone. Let D_y put every hysteron with β ≥ y down and leave the others alone.

A monotone rise ending at x acts as U_x. Every hysteron with α ≤ x is up at the end by definition. One with α > x has not met its up-threshold, and it cannot go down during the rise: if the field is still at or below its β, it was at or below β before, so the hysteron was down already. By the mirrored argument a fall ending at y acts as D_y. Intermediate values do not matter, since U_x U_z = U_x for z ≤ x.

Why an overtaken pair can be deleted

Let the field reach a minimum a, rise to M, fall to m, and rise to b, with

a ≤ m < M ≤ b.

The claim, with the rightmost map acting first, is

U_b D_m U_M D_a = U_b D_a.

Consider any one hysteron. If α ≤ b, the last map U_b puts it up on both sides, whatever happened earlier.

If α > b, then α > M as well, so neither U_b nor U_M acts on it. The left side reduces to D_m D_a and the right side to D_a. If β ≥ m, then β ≥ a, and D_a has already put the hysteron down; D_m changes nothing. If β < m, D_m does not act at all. Both sides agree in every case, which proves the claim.

For a fall, let the field reach a maximum a, fall to m, rise to M and fall to b, with b ≤ m < M ≤ a. Then

D_b U_M D_m U_a = D_b U_a.

A hysteron with β ≥ b ends down on both sides. One with β < b is untouched by D_b and D_m, and U_M adds nothing after U_a because M ≤ a. A fall all the way to −Es puts every hysteron down and erases everything.

These are equalities between states of all hysterons, which is stronger than equality of P. Two samples in the same state respond identically to every later field, so the deleted pair can never be needed again. If the field overtakes several pairs at once, the argument is applied to one pair after another. The sign of μ was not used.

What remains is a reduced sequence

e₀ = −Es, e₁, e₂, …, eₙ,

where odd entries are maxima, even entries are minima, and eₙ is the present field. The maxima strictly decrease and the minima strictly increase, so the entries are nested.

The polarization from the reduced sequence

Consider a rise from a minimum m to b that stays below the preceding maximum M. The rise leaves hysterons with α > b unchanged, and all those with α ≤ b are up at its end. The latter fall into two groups.

Those with β ≥ m were put down when the field reached m. They switch now.

Those with β < m were put up at M, since α ≤ b < M, and the fall to m did not reach their down-threshold. They were up already.

The switching set is therefore α ≤ b, β ≥ m. Its weight is F(b, m), and each value changes from −1 to +1:

P(b) = P(m) + 2F(b, m).

On a rise from e₀ there is no preceding maximum, but none is needed: all hysterons are down and all have β ≥ −Es, so the same equation holds with m = −Es.

For a fall from M to b that stays above the preceding minimum m, the hysterons with β ≥ b end down. Those with α ≤ M were up and switch. Those with α > M were put down at m, because β ≥ b > m, and have not been raised since. Hence

P(b) = P(M) − 2F(M, b).

Adding the steps from P(e₀) = −F(Es, −Es) gives

P = −F(Es, −Es) + 2 Σₖ (−1)ᵏ⁺¹ F(max(eₖ, eₖ₋₁), min(eₖ, eₖ₋₁)), k = 1, …, n.

Odd k is a rise and carries the plus sign; even k is a fall and carries the minus sign.

The price of deleting too late or too early

Suppose the rise has passed M, but has not reached the next older maximum, and the pair (M, m) is kept. The sum then gives

P_kept = P(a) + 2F(M, a) − 2F(M, m) + 2F(b, m),

while the correct value is P(a) + 2F(b, a). The difference is

P − P_kept = 2{[F(b, a) − F(M, a)] − [F(b, m) − F(M, m)]}.

The first bracket is the weight with M < α ≤ b and β ≥ a. The second is the weight with the same α but β ≥ m. Subtracting leaves a rectangle:

P − P_kept = 2 ∬ μ dα dβ over M < α ≤ b, a ≤ β < m.

These hysterons switch on the last rise but are missed when it is counted from m. In the hand example the rectangle holds B alone, and the deficit is 2.

Now suppose the pair is deleted while m < b < M. The correct value contains the three terms with M and m, and the shortened history gives P_early = P(a) + 2F(b, a). Therefore

P − P_early = 2{[F(M, a) − F(b, a)] − [F(M, m) − F(b, m)]}
= 2 ∬ μ dα dβ over b < α ≤ M, a ≤ β < m.

These hysterons were raised at M and have stayed up. Where μ is positive in this rectangle, the pair is still needed.

At b = M both rectangles vanish. The minor loop M → m → M closes, and P returns to its earlier value at M. Both branches of this loop change P by 2F(M, m), whatever older history surrounds it. A material whose minor loops drift under cycling, or in which the height of a minor loop between fixed fields depends on older history, is outside this model.

The stack algorithm

Store the reduced sequence as a stack of pairs (eₖ, Pₖ). The bottom entry is (−Es, −F(Es, −Es)). For each new field x, limited to the range ±Es:

1. If x equals the top field, stop.
2. If x continues the direction in which the top was reached, remove the top. It was a moving endpoint, not a turning point.
3. For a rise, the top is now a minimum. While there is a maximum below it with x ≥ that maximum, remove both.
4. For a fall, the top is now a maximum. While the minimum below it is not the bottom entry and x ≤ that minimum, remove both. If x = −Es, remove everything above the bottom and stop.
5. Add x with P = P_top + 2F(x, e_top) for a rise, or P = P_top − 2F(e_top, x) for a fall.

The direction needs no separate record: counted from zero at the bottom, odd positions are maxima. The stored Pₖ stay valid because each depends only on entries up to k.

Each new field needs at most one Everett lookup and adds at most one entry. An entry can be removed once, so a long run of n fields causes at most n additions and n removals. A single step may remove many entries, but the average cost per step is bounded.

Two kinds of driving show the range of behaviour. Under a periodic field between fixed extremes, each cycle removes the pair left by the previous one, and the stack stops growing. The pair goes on the return to whichever of the two extremes lies deeper in the stack: the maximum if the cycling starts on the rise from negative saturation, the minimum if it starts with a fall from an older, higher maximum. Under an alternating field of steadily shrinking amplitude, nothing is overtaken and every turning point is kept. If the field can take only N + 1 distinct levels, with −Es among them, the nested entries are all different, so even then the stack holds at most N + 1 entries.

In a test with random hysterons and 4000 random fields on 21 levels, the field turned 2657 times, while the stack never held more than 10 entries. Its polarization agreed with switch-by-switch simulation to about 6·10⁻¹⁶ of the total weight.

Obtaining and interpolating the table

The Everett function can be measured without knowing μ. Start from negative saturation, rise to a, then fall to b. The fall changes P by −2F(a, b), so

F(a, b) = [P(a) − P(a, b)]/2,

where P(a, b) is the value after the reversal. Such first-order reversal curves fill a table F_ij = F(g_i, g_j) on field nodes g_i with spacing h.

Between nodes, let a lie in the interval starting at g_i and b in the one starting at g_j, with i > j. Put s = (a − g_i)/h and t = (b − g_j)/h. Bilinear interpolation gives

F = (1−s)(1−t)F_ij + s(1−t)F_i+1,j + (1−s)t F_i,j+1 + st F_i+1,j+1.

When a and b lie in the same interval, only a triangle of the table is available. There use

F = F_i+1,i (a − b)/h.

Does wiping-out survive this approximation? It does, because the interpolated function is itself the Everett function of a Preisach model. Spread the weight of each square cell uniformly over that square. Put the weight of each diagonal triangle uniformly on its segment of the line α = β. At the nodes, the weight in the triangle b ≤ β ≤ α ≤ a is then F_ij, since whole cells are counted. Moving a within one interval, with b fixed in a lower one, adds strips of uniform squares and a piece of the uniform line, so the weight is linear in a. In the same way it is linear in b. A function linear in each variable is fixed by its four corner values, so it is the bilinear formula. In a diagonal cell only the line contributes, which gives the second formula.

A hysteron on the line α = β has no memory: it is up when the field is above it and down when the field is below. The single one at the present field has no weight. The diagonal cells thus replace narrow loops by a reversible response, which is an artefact of finite h.

The same observation shows how to include a linear dielectric term. Adding c(a − b) to F adds

−2cEs + 2c(E + Es) = 2cE

to the polarization, because the alternating differences in the sum telescope. A measured table that contains a linear response therefore reproduces it within ±Es, but F(Es, −Es) then includes it too.

For smooth μ the interpolation error is of order h². Away from the diagonal this is the usual error of linear interpolation in each variable. In a diagonal cell both the true F and its replacement are at most the weight of a triangle of area h²/2, so their difference is also of order h².

A smooth ferroelectric model

Take round parameters, with fields in MV/m: Es = 20 and a saturation polarization of 0.3 C/m². The density is

μ = C exp[−(w − 6)²/(2·2²) − v²/(2·1.5²)],

where w = (α − β)/2 is the half-width of a hysteron's loop and v = (α + β)/2 is its bias. The constant C is set by F(20, −20) = 0.3 C/m². The table has 81 nodes with spacing 0.5 MV/m.

Start at −20 and visit 9.2, −6.3, 7.4, −4.1 and 6.6 MV/m. No old extremum is overtaken, so each step uses the previous entry. In C/m², with digits kept to show the arithmetic,

P(9.2) = −0.30000 + 2·0.26956 = 0.2391
P(−6.3) = 0.23911 − 2·0.15334 = −0.0676
P(7.4) = −0.06757 + 2·0.12815 = 0.1887
P(−4.1) = 0.18873 − 2·0.05560 = 0.0775
P(6.6) = 0.07753 + 2·0.04915 = 0.1758.

The stack is now [−20, 9.2, −6.3, 7.4, −4.1, 6.6]. Let the field continue to 8.1. The moving endpoint 6.6 is removed. Since 8.1 exceeds 7.4, the pair (7.4, −4.1) goes as well. The maximum 9.2 has not been reached and stays. The new stack is [−20, 9.2, −6.3, 8.1], and

P(8.1) = −0.06757 + 2·0.14044 = 0.2133 C/m²,

or 3.73·10⁻³ e/bohr².

Integrating μ directly instead of using the table gives 0.2139 C/m², and a simulation of 320400 individual hysterons gives the same value. At the six fields listed above, the table differs from direct integration by at most about 0.0008 C/m², or 0.3% of saturation. Between them the difference can be somewhat larger, up to about 0.0012 C/m² on the first fall. Halving the spacing from 1.0 to 0.5 MV/m reduces the rms error of sampled Everett values from 5.4·10⁻⁴ to 1.3·10⁻⁴ C/m². The ratio, 4.04, is close to the factor 4 of a second-order error.

The simulation also tests the deletion itself. At 8.1 MV/m, the full history and the history without (7.4, −4.1) leave no hysteron in a different state. If the pair is deleted already at 6.6 MV/m, 704 hysterons differ and P is too low by 0.0227 C/m². The integral over 6.6 < α ≤ 7.4, −6.3 ≤ β < −4.1, doubled, gives the same loss.

Keeping the pair at 8.1 MV/m gives 0.1977 instead of 0.2139 C/m², both by direct integration. The deficit of 0.0162 C/m² is 5.4% of saturation and equals twice the weight in 7.4 < α ≤ 8.1, −6.3 ≤ β < −4.1. It is far larger than the interpolation error, and a finer table would not remove it.

One reversal curve shows how a table entry is obtained. After a rise to 7 MV/m the simulated polarization is 0.0930 C/m²; after the fall to −5 MV/m it is −0.0644 C/m². Half the difference is F(7, −5) = 0.0787 C/m², in agreement with direct integration.

The major loop follows from the same function. On the rising branch P vanishes when

−F(Es, −Es) + 2F(E, −Es) = 0,

so the coercive field is the median up-threshold: half the weight has switched. Since α = w + v, the uncut Gaussian would have its median at 6 MV/m. The restriction α ≥ β removes the tail w < 0, which lies mostly at α < 6, and so moves the median slightly upward. The computed value is 6.004 MV/m.

On the return from positive saturation to zero field, P = F(Es, −Es) − 2F(Es, 0). The result is 0.2956 C/m², about 98.5% of saturation. The small loss comes from hysterons with β ≥ 0, whose bias makes them switch back before the field is reversed.

These comparisons check the method within the Preisach model. Whether a given ferroelectric obeys that model is a separate question: switching that continues at constant field, for example, violates the assumption that only the sequence of field values counts.

Calculated quantities

```
random test: fields 4000, turning points 2657
random test: levels 21, largest stack 10 entries
random test: largest |stack - relays| 5.6e-16 (total weight 1)
interpolation measure: largest mismatch 3.6e-15
saturation field Es 20.0 MV/m, saturation P 0.300 C/m^2
mean half-width 6.0, spread 2.0 MV/m
bias spread 1.5 MV/m
table spacing 0.50 MV/m, nodes 81
rms table error, spacing 1.0 MV/m: 5.380e-04 C/m^2
rms table error, spacing 0.5 MV/m: 1.332e-04 C/m^2
ratio of rms errors 4.04
largest sampled table error, spacing 0.5: 5.695e-04 C/m^2
relay mesh: 320400 hysterons, spacing 0.050 MV/m
E, partner (MV/m); F used, P table, P quadrature, P relays (C/m^2)
   9.2  -20.0   0.26956   0.23911   0.23976   0.23976
  -6.3    9.2   0.15334  -0.06757  -0.06741  -0.06740
   7.4   -6.3   0.12815   0.18873   0.18934   0.18935
  -4.1    7.4   0.05560   0.07753   0.07831   0.07831
   6.6   -4.1   0.04915   0.17583   0.17649   0.17649
   8.1   -6.3   0.14044   0.21332   0.21394   0.21394
stack at 6.6 MV/m: [-20.0, 9.2, -6.3, 7.4, -4.1, 6.6]
stack at 8.1 MV/m: [-20.0, 9.2, -6.3, 8.1]
hysterons changed by deletion after overtaking: 0
hysterons changed by deletion before overtaking: 704
P lost by early deletion: relays 0.02268 C/m^2
P lost by early deletion: rectangle 0.02268 C/m^2
P at 8.1 MV/m if overtaken pair is kept: 0.19774 C/m^2
deficit of that sum: relays 0.01620 C/m^2
deficit of that sum: rectangle 0.01620 C/m^2
reversal curve: P(7) 0.09298, P(7,-5) -0.06440 C/m^2
F(7,-5): reversal curve 0.07869 C/m^2
F(7,-5): quadrature 0.07868 C/m^2
major loop remanence (table) 0.29559 C/m^2
major loop remanence (relays) 0.29559 C/m^2
coercive field (table) 6.0043 MV/m
coercive field (quadrature) 6.0042 MV/m
final P (table) 3.7284e-03 e/bohr^2
```
